# Gaussian and Exponential Interface Roughness in a Screened Two-Dimensional Electron Gas

## The question

A degenerate two-dimensional electron gas fills one subband beside a hard wall at $z=0$. Its mass is $m$, both in the plane and along $z$, its density $n$, its spin and valley degeneracy $g$, and its Fermi wavenumber $k=\sqrt{4\pi n/g}$. The dielectric constant $\kappa_d$ is the same on both sides of the wall, and there is no depletion charge. The wall position fluctuates by a small $\delta(\mathbf r)$ with zero mean and correlation function

$$C_G=\Delta^2e^{-r^2/\Lambda^2}\qquad\text{or}\qquad C_E=\Delta^2e^{-\sqrt2\,r/\Lambda}.$$

Work at zero temperature, in Born approximation, with static random-phase screening by a thin layer. Keep only the force exerted by the subband potential; omit image terms, roughness-induced deformation of the density, local-field corrections and intersubband scattering. Hartree atomic units are used.

- **(a)** Find the scattering potential and the two roughness spectra.
- **(b)** Find the screening function and the transport rate.
- **(c)** At fixed density, where is the rate largest as a function of $\Lambda$?
- **(d)** How does the rate fall at large $\Lambda$?
- **(e)** At fixed $\Lambda$, which power laws in density follow, and in which regimes?
- **(f)** Evaluate the case $m=0.2$, $\kappa_d=10$, $g=4$, $n=10^{-4}\,a_0^{-2}$, $\Delta=4\,a_0$, $\Lambda=60\,a_0$.

## (a) Potential and spectra

Move the wall to $z=\delta$ while the potential energy $V(z)$ stays fixed. With $z=z'+\delta$ the wall returns to $z'=0$ and the potential becomes $V(z')+\delta\,V'(z')$ to first order. The subband energy therefore changes by $F\delta$, with $F=\langle V'\rangle$. A slowly varying wall gives the scattering potential $F\delta(\mathbf r)$.

The same matrix element holds to first order in $\delta$ when the wall varies faster. The condition $\Psi(\mathbf r,\delta)=0$ becomes $\Psi(\mathbf r,0)=-\delta\,\partial_z\Psi$, and Green's identity turns this into the coupling $\int\delta\,\partial_z\Psi_{\mathbf p'}^*\,\partial_z\Psi_{\mathbf p}\,d^2r/(2m)$ between states of equal energy. For a real subband function $\psi(z)$ its coefficient is $\psi'(0)^2/(2m)$. Multiplying the subband equation by $\psi'$ and integrating over $z$ shows that this equals $\langle V'\rangle=F$.

Let $\rho(z)$ be the normalized subband density and $R(z)=\int_z^\infty\rho\,dz'$. Poisson's equation for the electron potential energy is $V''=-(4\pi n/\kappa_d)\rho$. Since $V'$ vanishes far away, $V'=(4\pi n/\kappa_d)R$. Using $\rho=-R'$,

$$F=\frac{4\pi n}{\kappa_d}\int_0^\infty\rho R\,dz=-\frac{4\pi n}{\kappa_d}\left[\frac{R^2}{2}\right]_0^\infty=\frac{2\pi n}{\kappa_d}.$$

Define $S(q)=\int d^2r\,C(r)e^{-i\mathbf q\cdot\mathbf r}=\pi\Delta^2\Lambda^2s(q)$. The Gaussian transform factorizes into two Cartesian integrals whose product is $\pi\Lambda^2e^{-q^2\Lambda^2/4}$.

For the exponential set $a=\sqrt2/\Lambda$. The radial integral gives

$$\int d^2r\,e^{-ar-i\mathbf q\cdot\mathbf r}=\int_0^{2\pi}\frac{d\phi}{(a+iq\cos\phi)^2}=-\frac{d}{da}\int_0^{2\pi}\frac{d\phi}{a+iq\cos\phi}.$$

In the last integral the imaginary part cancels under $\phi\to\pi-\phi$. With $t=\tan\phi$ the real part is

$$4\int_0^\infty\frac{a\,dt}{a^2+q^2+a^2t^2}=\frac{2\pi}{\sqrt{a^2+q^2}}.$$

Differentiation gives $2\pi a/(a^2+q^2)^{3/2}=\pi\Lambda^2(1+q^2\Lambda^2/2)^{-3/2}$. Hence

$$s_G=e^{-q^2\Lambda^2/4},\qquad s_E=\left(1+\frac{q^2\Lambda^2}{2}\right)^{-3/2}.$$

## (b) Screening and transport rate

The static polarizability is $g\int d^2p/(2\pi)^2\,(f_{\mathbf p}-f_{\mathbf p+\mathbf q})/(E_{\mathbf p+\mathbf q}-E_{\mathbf p})$. The substitution $\mathbf p\to-\mathbf p-\mathbf q$ shows that its two terms are equal. With $\mathbf q$ along $x$, the energy difference is $(q/m)(p_x+q/2)$. Integrating over $p_y$ leaves

$$\Pi=\frac{2gm}{4\pi^2q}\,\mathrm P\!\!\int_{-k}^{k}\frac{2\sqrt{k^2-y^2}}{y+c}\,dy,\qquad c=\frac q2.$$

Write $k^2-y^2=(k^2-c^2)-(y+c)(y-c)$. Then

$$\mathrm P\!\!\int_{-k}^{k}\frac{\sqrt{k^2-y^2}}{y+c}dy=(k^2-c^2)\,\mathrm P\!\!\int_{-k}^{k}\frac{dy}{(y+c)\sqrt{k^2-y^2}}-\int_{-k}^{k}\frac{y-c}{\sqrt{k^2-y^2}}dy.$$

For $c<k$, put $y=k\cos\phi$ and $t=\tan(\phi/2)$. The first integral becomes proportional to $\mathrm P\int_0^\infty dt/(A^2-t^2)$, with $A^2=(k+c)/(k-c)$. The map $t\to A^2/t$ exchanges the two sides of the pole and reverses the sign, so this integral is zero. The second contributes $+\pi c=\pi q/2$. Thus $\Pi=gm/(2\pi)$ for $q<2k$, and by continuity at $q=2k$. The bare interaction is $2\pi/(\kappa_dq)$, so

$$\epsilon(q)=1+\frac{q_s}{q},\qquad q_s=\frac{gm}{\kappa_d}.$$

For elastic scattering in an isotropic band, a current-carrying distortion proportional to the cosine of the momentum angle relaxes with the weight $1-\cos\theta$:

$$\frac1\tau=2\pi\int\frac{d^2p'}{(2\pi)^2}\frac{F^2S(q)}{\epsilon(q)^2}(1-\cos\theta)\,\delta(E_{p'}-E_F).$$

Since $p'dp'=m\,dE'$, the energy integral leaves a prefactor $m/(2\pi)$. Folding the angle onto $0\le\theta\le\pi$ doubles it. The factor $\pi$ in $S$ then cancels:

$$\frac1\tau=mF^2\Delta^2\Lambda^2J,\qquad J=\int_0^\pi(1-\cos\theta)\frac{s(q)}{\epsilon(q)^2}\,d\theta,\qquad q=2k\sin\frac\theta2.$$

## (c) The maximum in correlation length

Let $t=\theta/2$, $u=\sin t$, $x=k\Lambda$ and $\kappa=q_s/(2k)$. Then

$$J=4\int_0^{\pi/2}u^2s\left(\frac{u}{u+\kappa}\right)^2dt,\qquad s_G=e^{-x^2u^2},\qquad s_E=(1+2x^2u^2)^{-3/2}.$$

At fixed density $F$, $k$ and $\kappa$ are constant, so $1/\tau\propto x^2J$. This rises as $x^2$ at small $x$ and falls at large $x$, as part (d) shows. Let $\langle\cdots\rangle$ be the average with the full integrand of $J$ as weight. The logarithmic slopes of $x^2J$ are

$$L_G=2-2x^2\langle u^2\rangle,\qquad L_E=2-3\left\langle\frac{2x^2u^2}{1+2x^2u^2}\right\rangle.$$

At a maximum $x_*$ the Gaussian condition is $x_*^2\langle u^2\rangle=1$. Since $\langle u^2\rangle<1$, it follows that $x_*>1$. The exponential condition sets its average equal to $2/3$. That average is less than $2x_*^2/(1+2x_*^2)$, which again requires $x_*>1$.

An upper limit comes from varying the screening. The logarithm of the weight has $\kappa$-derivative $-2/(u+\kappa)$, an increasing function of $u$. For any increasing $h(u)$,

$$\frac{d\langle h\rangle}{d\kappa}=\mathrm{Cov}\!\left(h,\frac{-2}{u+\kappa}\right)\ge0,$$

because the covariance of $h$ and $f$ is half the average of $[h(u)-h(u')][f(u)-f(u')]$ over independent $u,u'$, and this product is non-negative when both functions increase. Both averages in the slopes have increasing $h$. Stronger screening therefore lowers the slope at every $x$.

A numerical scan over $10^{-2}\le x\le10^3$ finds one sign change of the slope in each limiting case, $\kappa=0$ and $\kappa\to\infty$. Given that, every maximum at finite $\kappa$ lies between the two limiting positions:

| Spectrum | $x_*$, strong screening | $x_*$, unscreened |
|---|---:|---:|
| Gaussian | 1.132 | 1.257 |
| Exponential | 1.195 | 1.541 |

The Gaussian limits have closed forms. With $z=x^2/2$ and $u^2=(1-\cos2t)/2$,

$$\int_0^{\pi/2}e^{-x^2u^2}dt=\frac\pi2e^{-z}I_0(z).$$

Each factor $-u^2$ comes from $d/d(x^2)=\tfrac12d/dz$. Using $I_0'=I_1$ and $I_1'=I_0-I_1/z$, one and two derivatives give

$$J_{\kappa=0}=\pi e^{-z}(I_0-I_1),\qquad \kappa^2J_{\kappa\to\infty}=\frac\pi2e^{-z}\left[2I_0-\left(2+\frac1z\right)I_1\right].$$

Maximizing $z(I_0-I_1)e^{-z}$ gives $(1-2z)I_0+2zI_1=0$, whose root is the unscreened value $x_*=1.257$.

The physical competition is between two effects. Very short correlations average out over a Fermi wavelength. Very long ones transfer too little momentum to relax the current efficiently.

A finite layer replaces $q_s$ by $q_sG(q)$, where $G=\iint\rho(z)\rho(z')e^{-q|z-z'|}dz\,dz'$ decreases with $q$. Then $1/\epsilon^2$ still increases with $u$. The same covariance argument preserves the unscreened upper limit, and the bound $x_*>1$ is unaffected.

## (d) Long correlation length at fixed density

For the Gaussian, $u$ is confined to about $1/x$. When $x\gg1$ and $\kappa x\gg1$, we may use $u\simeq t$ and $1/\epsilon^2\simeq t^2/\kappa^2$:

$$x^2J_G\simeq\frac{4x^2}{\kappa^2}\int_0^\infty t^4e^{-x^2t^2}dt=\frac{4x^2}{\kappa^2}\frac{3\sqrt\pi}{8x^5}=\frac{3\sqrt\pi}{2\kappa^2x^3}.$$

For the exponential, $s_E\simeq2^{-3/2}(xu)^{-3}$ over most angles, so

$$x^2J_E\simeq\frac{\sqrt2}{x}\int_0^{\pi/2}\frac{u}{(u+\kappa)^2}dt.$$

For fixed $\kappa>0$ this integral converges at small angles. The rates thus fall as $\Lambda^{-3}$ and $\Lambda^{-1}$. The cusp of $C_E$ at $r=0$ produces a $q^{-3}$ tail that keeps large-angle scattering alive, while screening suppresses the small angles on which the Gaussian depends.

Without screening the difference is much weaker. The Gaussian gives $4x^2\int_0^\infty t^2e^{-x^2t^2}dt=\sqrt\pi/x$. The exponential integrand behaves as $1/u$ for $1/x\ll u\ll1$, which gives $\sqrt2\,(\ln x)/x$ to leading order.

## (e) Density dependence at fixed correlation length

Now $F^2\propto n^2\propto k^4$, and $\kappa$ also changes. Put $\sigma=q_s\Lambda=2\kappa x$, which is constant.

**Screening window, $1/\Lambda\ll k\ll q_s$.** Here $x\gg1$ and $\kappa\gg1$. The results of part (d), with $\int_0^{\pi/2}u\,dt=1$ and $\kappa=\sigma/(2x)$, become

$$J_G\simeq\frac{3\sqrt\pi}{2\kappa^2x^5}=\frac{6\sqrt\pi}{\sigma^2x^3},\qquad J_E\simeq\frac{\sqrt2}{\kappa^2x^3}=\frac{4\sqrt2}{\sigma^2x}.$$

Multiplication by $k^4$ gives $k$ and $k^3$, hence

$$\frac1{\tau_G}\propto n^{1/2},\qquad\frac1{\tau_E}\propto n^{3/2}.$$

The window exists if $q_s\Lambda\gg1$. Since $r_s=m/(\kappa_d\sqrt{\pi n})=2q_s/(g^{3/2}k)$, it lies at large $r_s$ unless $g$ is large. Random-phase screening is unreliable there, so at ordinary degeneracy these powers are limits of the stated model, not predictions for a real layer.

**Beyond the window, $k\gg q_s$ and $k\Lambda\gg1$.** Use $p=q\Lambda=2xu$, so that $dt=dp/(2x\sqrt{1-p^2/4x^2})$:

$$x^3J=\frac12\int_0^{2x}\frac{p^2s(p)}{\sqrt{1-p^2/4x^2}}\left(\frac{p}{p+\sigma}\right)^2dp.$$

The Gaussian integral tends to a constant, so its law remains $n^{1/2}$. For the exponential, $p^2s_E\to2\sqrt2/p$, so $x^3J_E$ grows as $\sqrt2\ln x$. Its rate therefore follows $n^{1/2}\ln n$ to leading order, once $\ln x$ is large and, for $\sigma>1$, large compared with $\ln\sigma$. If $\sigma\gg1$, the logarithm starts only at $p\approx\sigma$, and $\ln x$ is replaced by $\ln(x/\sigma)=\ln(k/q_s)$. The distinct powers $1/2$ and $3/2$ belong to the window; the final difference is logarithmic.

Numerically, at $x=10^3$, $\sigma=10^6$ the local exponents are 0.500 and 1.498. At $x=10^6$, $\sigma=1$ they are 0.5000 and 0.5365. The leading logarithm predicts $1/2+1/(2\ln10^6)=0.5362$ for the latter.

The approach need not be monotonic. In the window, $dt\simeq(1+u^2/2)du$. With the weight $u^4e^{-x^2u^2}$, $\langle u^2\rangle=5/(2x^2)$, so $J_G$ gains a factor $1+5/(4x^2)$. The Gaussian density exponent is then $1/2-5/(4x^2)$ to this order, and approaches its limit from below. On a grid covering $10^{-2}\le x\le10^4$ and $10^{-3}\le\sigma\le10^5$, the lowest exponents are 0.16 (Gaussian) and 0.55 (exponential). Refining in $x$ lowers the Gaussian minimum to 0.153, reached near $x=2.6$ for strong screening; the exponential value lies at the edge $x=10^4$ of the grid. Both rates grow with density throughout that grid, so the maximum of part (c) is not a maximum in density.

If $F$ is instead held fixed, the Gaussian slope is

$$\frac{d\ln J_G}{d\ln x}=-2x^2\langle u^2\rangle+2\left\langle\frac{\kappa}{u+\kappa}\right\rangle.$$

For strong screening the last average tends to one, which restores the condition of part (c) and gives a density maximum. For any $\sigma>0$ the maximum survives, because $\kappa=\sigma/(2x)$ is large at low enough density, but it moves to smaller $x$ as $\sigma$ falls: 0.98, 0.41 and 0.094 for $\sigma=4.8$, $0.1$ and $10^{-3}$. Only at $\sigma=0$ does the last average vanish, and then $J_G$ only decreases.

## (f) Numerical case

The inputs give $k=\sqrt{\pi\times10^{-4}}=0.01772\,a_0^{-1}$, so $x=1.063$. Also $q_s=4(0.2)/10=0.080\,a_0^{-1}$, $\kappa=0.080/(2\times0.01772)=2.26$, and $F=2\pi\times10^{-5}=6.283\times10^{-5}$ Hartree$/a_0$. A self-consistent Hartree calculation with a displaced wall reproduces this force.

The common prefactor is

$$mF^2\Delta^2\Lambda^2=0.2\,(6.283\times10^{-5})^2(4)^2(60)^2=4.55\times10^{-5}.$$

With $J_G=0.0965$ and $J_E=0.0526$, the rates are $4.39\times10^{-6}$ and $2.39\times10^{-6}$ atomic units, or $1.81\times10^{11}$ and $9.89\times10^{10}\,\mathrm{s^{-1}}$. The mobilities $\tau/m$ are $4.85\times10^4$ and $8.89\times10^4\,\mathrm{cm^2/(V\,s)}$. The products $E_F\tau$, 179 and 328, are consistent with weak scattering.

Varying $\Lambda$ alone gives:

| $\Lambda/a_0$ | $k\Lambda$ | $10^6/\tau_G$ (a.u.) | $10^6/\tau_E$ (a.u.) |
|---:|---:|---:|---:|
| 15 | 0.27 | 0.635 | 0.572 |
| 60 | 1.06 | 4.39 | 2.39 |
| 120 | 2.13 | 1.87 | 2.09 |
| 480 | 8.51 | 0.030 | 0.706 |

The maxima lie at $k\Lambda=1.15$ ($\Lambda=65\,a_0$) and $1.23$ ($69\,a_0$). The rates cross at $k\Lambda=2.03$. At $480\,a_0$ the exponential spectrum scatters about 24 times more strongly.

Layer thickness matters for the magnitude. The Hartree form factor is 0.41 at $q=2k$, and including it raises both rates by a factor of about 2.7. The maxima move only to 1.14 and 1.20. Their position is therefore much less sensitive to this approximation than the mobility is.

Here $q_s\Lambda=4.8$, so there is no wide screening window. For a thin layer the local density exponents are 1.86 and 1.82, and the density-dependent form factor lowers both by about 0.1 while leaving their difference near 0.04, so in this model a density measurement near this point would hardly distinguish the spectra. Higher density does not simply cure this. The Fermi energy, $7.85\times10^{-4}$ Hartree, is already close to the computed second eigenvalue, $9.29\times10^{-4}$ Hartree above the first. Because $V'$ vanishes far away, $V$ saturates, and its limiting value lies below this second eigenvalue. The Hartree well holds only one bound level, so that eigenvalue is a discretized continuum state of the computational box of length $L\approx800\,a_0$, not a second subband. The continuum edge lies lower, by an energy of order $\pi^2/(2mL^2)\approx4\times10^{-5}$ Hartree, so the computed number is an upper bound on the gap. It falls to $8.93\times10^{-4}$ and $8.85\times10^{-4}$ Hartree for boxes of $1600\,a_0$ and $3200\,a_0$, and the edge itself lies $8.82\times10^{-4}$ Hartree above the bound level. Balancing kinetic energy $1/(m\ell^2)$ against Hartree energy $n\ell/\kappa_d$ gives a layer width $\ell\propto n^{-1/3}$ and a gap scaling as $n^{2/3}$, whereas $E_F\propto n$. The one-subband assumption is then estimated to fail after a density increase by a factor of only $(8.82/7.85)^3\simeq1.4$. The high-density laws of part (e) are limits of the stated model, not predictions for this layer at arbitrary density. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
mass 0.2 m_e, dielectric constant 10, degeneracy 4
density n = 1.0e-04 a0^-2 = 3.571e+12 cm^-2
Delta = 4.0 a0, Lambda = 60.0 a0 = 3.175 nm
Fermi wavenumber k = 0.01772 a0^-1, k Lambda = 1.0635
Fermi energy = 7.8540e-04 Hartree, gap to next level = 9.2920e-04 Hartree
q_s = 0.0800 a0^-1, kappa = q_s/(2k) = 2.2568
force F = 2 pi n/diel = 6.28319e-05 Hartree/a0
force from displaced wall = 6.28314e-05 Hartree/a0
layer form factor at q = 2k: 0.4128
Gaussian: J = 0.09646, 1/tau = 4.3869e-06 a.u. = 1.814e+11 s^-1
Gaussian: mobility = 4.849e+04 cm^2/(V s), E_F tau = 179.0
Gaussian: 1/tau with layer form factor = 1.1910e-05 a.u.
exponential: J = 0.05260, 1/tau = 2.3921e-06 a.u. = 9.889e+10 s^-1
exponential: mobility = 8.892e+04 cm^2/(V s), E_F tau = 328.3
exponential: 1/tau with layer form factor = 6.4573e-06 a.u.
Lambda (a0), k Lambda, 1/tau Gaussian, 1/tau exponential (a.u.)
  15 0.2659 6.3506e-07 5.7164e-07
  30 0.5317 2.1389e-06 1.5407e-06
  60 1.0635 4.3869e-06 2.3921e-06
 120 2.1269 1.8710e-06 2.0868e-06
 240 4.2539 2.2077e-07 1.3031e-06
 480 8.5078 2.9873e-08 7.0635e-07
Gaussian peak k Lambda: strong screening 1.1318, unscreened 1.2570
Gaussian peak k Lambda: example 1.1495, with layer form factor 1.1371
Gaussian peak: Lambda = 64.85 a0, 1/tau = 4.4333e-06 a.u.
exponential peak k Lambda: strong screening 1.1949, unscreened 1.5413
exponential peak k Lambda: example 1.2293, with layer form factor 1.2021
exponential peak: Lambda = 69.36 a0, 1/tau = 2.4222e-06 a.u.
the two rates are equal at k Lambda = 2.0284
Lambda exponents at k Lambda = 1e4: -2.9999, -1.0000
density exponents of 1/tau with F ~ n (Gaussian, exponential):
  example, q_s Lambda = 4.80: 1.8579, 1.8155
  window, k Lambda = 1e3, q_s Lambda = 1e6: 0.5000, 1.4984
  beyond, k Lambda = 1e6, q_s Lambda = 1: 0.5000, 0.5365
  lowest on scanned grid: 0.1633, 0.5503
coefficient of ln(k Lambda) in (k Lambda)^3 J, exponential: 1.41421
fixed F and Lambda, density peak at k Lambda: 0.9759 (Gaussian), 0.8492 (exponential)
```
